\section*{Smolyak sparse grids for vibrational quadrature and potential surfaces}

\section{What symmetry and units already decide}

Vibrational calculations in a harmonic-oscillator basis need averages of a potential surface over products of oscillator functions. Let $Q_k$ be mass-weighted normal coordinates, in $\mathrm{kg^{1/2}\,m}$, with angular frequencies $\omega_k$. Since $\hbar/\omega_k$ has the unit $\mathrm{kg\,m^2}$, the coordinate
\begin{equation}
q_k=\sqrt{\omega_k/\hbar}\;Q_k
\end{equation}
is a pure number. The harmonic ground-state density becomes a product of identical factors, and the basic average is
\begin{equation}
\langle f\rangle=\int f(q_1,\dots,q_d)\prod_{k=1}^{d}\frac{e^{-q_k^2}}{\sqrt\pi}\,dq_k .
\end{equation}
A quadrature replaces it by $\sum_j w_j f(\mathbf q_j)$. If $f$ is an energy, the sum must be an energy, so nodes and weights are pure numbers that serve any set of frequencies.

The density is unchanged by $q_k\to-q_k$. We therefore use the node $0$ and pairs $\pm t$ of equal weight, and every monomial with an odd exponent then averages to zero, as it should. The density is also unchanged when modes are exchanged. If no mode is to be favoured, a rule built from one-mode rules of levels $l_1,\dots,l_d$ must treat these levels symmetrically. Symmetry leaves a choice of how to measure effort. Limiting the largest level gives a product grid; limiting the sum $|l|=l_1+\dots+l_d$ gives the Smolyak grid.

\section{Two modes by hand}

The crudest one-mode rule is $U_0f=f(0)$. The next has nodes $0,\pm t_1$. We take $t_1=1$, where $te^{-t^2/2}$ is largest. Its outer weight $w$ follows from $\langle q^2\rangle=\tfrac12$: $2w=\tfrac12$, so $w=\tfrac14$. The weights sum to one, hence
\begin{equation}
U_1f=\tfrac12f(0)+\tfrac14\,[f(1)+f(-1)].
\end{equation}
This is exact through degree 3, the cubic term vanishing by symmetry.

The improvement from $U_0$ to $U_1$ is $\Delta_1=U_1-U_0$, and we set $\Delta_0=U_0$. The full product for two modes is
\begin{equation}
U_1\otimes U_1=(\Delta_0+\Delta_1)\otimes(\Delta_0+\Delta_1).
\end{equation}
Of its four terms, $\Delta_1\otimes\Delta_1$ improves both modes at once. Dropping it leaves
\begin{align}
A&=\Delta_0\otimes\Delta_0+\Delta_1\otimes\Delta_0+\Delta_0\otimes\Delta_1\nonumber\\
&=U_1\otimes U_0+U_0\otimes U_1-U_0\otimes U_0 .
\end{align}
The minus sign removes a double count: both product rules contain the crudest estimate. The points $(\pm1,0)$ and $(0,\pm1)$ have weight $\tfrac14$, and the centre has $\tfrac12+\tfrac12-1=0$.

For $f=(q_1+q_2)^2$ the four outer values are all 1, so $Af=1$. The true average is $\tfrac12+0+\tfrac12=1$. For $f=q_1^2q_2^2$ all grid values vanish, while the true average is $\tfrac14$. The rule is exact to total degree 3 and fails at degree 4.

The same construction for $d$ modes gives $\sum_kU_1^{(k)}-(d-1)U_0$, where $U_1^{(k)}$ refines mode $k$ alone. The central weight is $d/2-(d-1)=1-d/2$, negative from three modes on. Two features of the general method are already visible: mixed terms are sacrificed, and weights can be negative. For two modes there is also no gain in points yet: a product of two-point Gauss rules with nodes $\pm1/\sqrt2$ reaches degree 3 with four points.

\section{The general rule and its combination formula}

Let level $l$ use the $2l+1$ nodes $0,\pm t_1,\dots,\pm t_l$. The nodes are nested: each level keeps the earlier ones. Let $\ell_j$ be the Lagrange polynomials of these nodes. The quadrature weights are $\langle\ell_j\rangle$, so $U_l$ is exact to degree $2l$, and by symmetry to degree $2l+1$. Any distinct positive $t_j$ would do for this. Here each new pair maximizes $e^{-t^2/2}$ times the modulus of the nodal polynomial already present.

With $U_{-1}=0$ and $\Delta_l=U_l-U_{l-1}$, the Smolyak rule is
\begin{equation}
A(L,d)=\sum_{|l|\le L}\Delta_{l_1}\otimes\cdots\otimes\Delta_{l_d}.
\label{eq:smolyak}
\end{equation}
A product rule sums the same terms over the box $l_k\le L$. To return to ordinary tensor rules, expand each difference:
\begin{equation}
\Delta_{l_1}\otimes\cdots\otimes\Delta_{l_d}
=\sum_{z\in\{0,1\}^d}(-1)^{|z|}\,U_{l_1-z_1}\otimes\cdots\otimes U_{l_d-z_d}.
\end{equation}
A given tensor rule with levels $m$ arises from every $l=m+z$ with $|m|+|z|\le L$. Put $r=L-|m|$. There are $\binom dj$ choices of $z$ with $|z|=j$, so its coefficient is
\begin{align}
\sum_{j=0}^{r}(-1)^j\binom dj
&=\sum_{j=0}^{r}(-1)^j\left[\binom{d-1}{j}+\binom{d-1}{j-1}\right]\nonumber\\
&=(-1)^r\binom{d-1}{r}.
\end{align}
The first step is Pascal's rule. In the second, the second binomial at $j+1$ cancels the first at $j$, and only the first at $j=r$ survives. Thus
\begin{equation}
A(L,d)=\sum_{\substack{|m|\le L\\ r\le d-1}}(-1)^{r}\binom{d-1}{r}\,
U_{m_1}\otimes\cdots\otimes U_{m_d},\quad r=L-|m| .
\label{eq:comb}
\end{equation}
For $d=2$, $L=1$ this is the hand-made rule. The derivation used linearity alone, so the formula holds for interpolation too.

\section{What the rule integrates exactly}

Take a monomial $q_1^{a_1}\cdots q_d^{a_d}$ with $|a|\le2L+1$. If an exponent is odd, rule and average both give zero. If all are even, consider one factor. When $l\ge a/2+1$, both $U_l$ and $U_{l-1}$ integrate $q^a$ exactly, because $a\le2(l-1)$, so $\Delta_lq^a=0$. A term of (\ref{eq:smolyak}) can therefore be nonzero only if $l_k\le a_k/2$ for each $k$. Then $|l|\le|a|/2\le L$, so every such term is in the sum. It factorizes into
\begin{equation}
\prod_k\sum_{l=0}^{a_k/2}\Delta_l\,q_k^{a_k}
=\prod_kU_{a_k/2}\,q_k^{a_k}=\prod_k\langle q_k^{a_k}\rangle .
\end{equation}
The quadrature is exact to total degree $2L+1$.

At the next degree take $q_1^{2L+2}$. Since $\Delta_l1=0$ for $l>0$, the rule reduces to $U_L$ in mode 1, which fails unless the nodes happen to be better than designed. At $L=1$ this accident would need $t_1^2/2=\tfrac34$, the three-point Gauss rule; our choice $t_1=1$ avoids it. For $d=3$, $L=3$, the tests find all monomials to degree 7 integrated to rounding, and a relative error of 0.14 for $q_1^8$.

\section{Counting points}

The terms with $r=0$ have coefficient one, and by nesting their grids contain all the others. A point belongs to the sparse grid if the levels at which its coordinates first appear sum to at most $L$. Suppose $k$ coordinates are nonzero. They can be chosen in $\binom dk$ ways. Their levels are positive integers with sum at most $L$; the partial sums are $k$ distinct numbers from $1,\dots,L$, which gives $\binom Lk$ choices. Each coordinate has two signs. Hence
\begin{equation}
N(L,d)=\sum_{k=0}^{\min(L,d)}2^k\binom dk\binom Lk .
\label{eq:count}
\end{equation}
This counts nodes; a weight may vanish, as at the centre of the two-mode example.

What does a product grid need? With $n$ nodes $x_i$ in one coordinate, the polynomial $\prod_i(q-x_i)^2$ has degree $2n$ and a positive average, but the rule gives zero. Exactness to degree $2L+1$ thus forces $n\ge L+1$. Gauss--Hermite quadrature attains this, so the smallest product grid has $(L+1)^d$ points. It also integrates mixed terms of higher total degree, which this comparison does not credit.

At fixed $L$ and large $d$, the term $k=L$ dominates (\ref{eq:count}) and $N\to(2d)^L/L!$: polynomial growth, against exponential growth of the product. At fixed $d$ and large $L$, the term $k=d$ gives $N\to(2L)^d/d!$. The ratio to the product grid then tends to $2^d/d!$, which is $2,\,2,\,\tfrac43,\,\tfrac23$ for $d=1,2,3,4$. At high level, the sparse grid is therefore the larger one for $d\le3$.

The crossover can be fixed for every $L\ge1$. From (\ref{eq:count}),
\begin{align}
N(L,1)-(L+1)&=L,\\
N(L,2)-(L+1)^2&=L^2,\\
3\,[(L+1)^3-N(L,3)]&=L\,(1+3L-L^2),\\
3\,[(L+1)^4-N(L,4)]&=L^4+8L^3+8L^2+4L .
\end{align}
The sparse grid is larger for one and two modes. For three it is smaller for $L\le3$, by a single point each at $L=1$ and $L=3$. For four it is always smaller. To go from $d\ge4$ to $d+1$, sort points by the level of the added coordinate, which offers one node at level 0 and two at each higher level:
\begin{align}
N(L,d+1)&=N(L,d)+2\sum_{l=0}^{L-1}N(l,d)\nonumber\\
&<(L+1)^d+2\sum_{m=1}^{L}m^d .
\end{align}
Pairing $m$ with $L+1-m$ turns the last term into $\sum_m[m^d+(L+1-m)^d]$. Each bracket is at most $(L+1)^d$, because $x^d+y^d\le(x+y)^d$ for non-negative $x,y$. The right side is therefore at most $(1+L)(L+1)^d=(L+1)^{d+1}$. The sparse grid is smaller for all $d\ge4$.

How much could a cleverer rule save? Polynomials of degree at most $L$ form a space of dimension $\binom{L+d}{d}$. With fewer points, some nonzero $p$ in it vanishes at all of them; the rule then gives zero for $p^2$, whose average is positive. So $\binom{L+d}{d}$ points are necessary for exactness to degree $2L$. Replacing $2^k$ by $2^L$ in (\ref{eq:count}) and using $\sum_k\binom dk\binom L{L-k}=\binom{L+d}{L}$ gives
\begin{equation}
\binom{L+d}{d}\le N(L,d)\le2^L\binom{L+d}{d}.
\end{equation}
At $L=5$, $d=12$ the sparse grid has 85\,305 points, the product about $2.2\times10^9$, and the lower bound is 6188. The bound need not be attainable.

\section{Interpolating the surface}

For a surrogate surface, let $U_lf(x)=\sum_jf(x_j)\ell_j(x)$. Symmetry no longer helps: $U_l$ reproduces degree $2l$, not $2l+1$. Now $\Delta_lq^a=0$ for $l\ge a/2+1$, so nonzero terms have $l\le\lceil a/2\rceil$. The earlier argument shows that all monomials with
\begin{equation}
\sum_k\lceil a_k/2\rceil\le L
\label{eq:space}
\end{equation}
are reproduced. No others are, because each tensor rule in (\ref{eq:comb}) produces only monomials of this set. Exponent 0 costs nothing, while $2j-1$ and $2j$ both cost $j$. This is the cost pattern of the nodes, so the set has $N(L,d)$ members, one per grid point.

The complete total degree is lower than for quadrature. A monomial of cost $L+1$ has degree $2(L+1)$ minus its number of odd exponents, which is at most $\min(d,L+1)$. Higher costs do not lower the minimum. All monomials are thus reproduced up to degree
\begin{equation}
2L+1-\min(d,L+1)=\max(L,\,2L+1-d).
\end{equation}
For $d\ge L+1$ this is $L$. Product interpolation to total degree $L$ needs $L+1$ nodes per mode, so the comparison with $(L+1)^d$ applies here as well.

For $d\ge L+1$ the failure has a clear form. No grid point has more than $L$ nonzero coordinates, so $q_1q_2\cdots q_{L+1}$ vanishes on the whole grid and its interpolant is zero. Sparse grids suit surfaces whose strong terms have a low cost $\sum_k\lceil a_k/2\rceil$. Even a monomial in only two modes is not reproduced exactly if its cost exceeds $L$. For large-amplitude motion, normal coordinates may not keep the strong terms at low cost.

\section{The algorithm for vibrational levels}

Let the basis contain all products of oscillator functions with at most $b$ quanta in total, and let the anharmonic surface $V$ have degree $p$. With normalized Hermite polynomials $h_v$,
\begin{equation}
\langle v|V|v'\rangle=\Big\langle V\prod_kh_{v_k}(q_k)\,h_{v'_k}(q_k)\Big\rangle ,
\end{equation}
an average of a polynomial of degree at most $2b+p$.
\begin{enumerate}
\item Choose the smallest $L$ with $2L+1\ge2b+p$. For a quartic surface this is $L=b+2$.
\item Add the tensor weights of (\ref{eq:comb}), merging coincident nodes.
\item Evaluate $V$ once at each of the $N(L,d)$ nodes.
\item Sum the matrix elements, add the harmonic energies on the diagonal, and diagonalize.
\end{enumerate}
With exact integration, the lowest eigenvalue is an upper bound to the true ground energy of a surface bounded below. With too small an $L$ the matrix is no longer the Hamiltonian projected on the basis, and the bound is not guaranteed.

\section{Six coupled modes}

The model has $\omega_k=(1.0,1.4,1.8,2.2,2.6,3.0)\times10^{14}\ \mathrm{rad\,s^{-1}}$. All modes share a stretch $s=\sum_kc_kQ_k/\sqrt\mu$ with $c_k=1/\sqrt6$ and a Morse energy $D(1-e^{-as})^2$. Writing $u=as=\sum_kg_kq_k$,
\begin{equation}
g_k=\frac{a}{\sqrt6}\sqrt{\frac{\hbar}{\mu\omega_k}},\qquad
V=D\left[(1-e^{-u})^2-u^2\right].
\end{equation}
The term $Du^2$ is subtracted because the harmonic frequencies contain it. We take $D=1.0\times10^{-19}$ J, $a=3.0\times10^{10}\ \mathrm{m^{-1}}$ and $\mu=1.0\times10^{-26}$ kg. For the first mode $\sqrt{\hbar/(\mu\omega_1)}=1.027\times10^{-11}$ m, so $g_1=0.308/\sqrt6=0.126$. The quadratic form left without the Morse term has smallest eigenvalue $2.1\times10^{-21}$ J (the output calls this a curvature, but the second derivatives are twice as large). It is positive, so the total surface is bounded below with its minimum at $q=0$.

\subsection*{Quartic surface}

From $1-e^{-u}=u-u^2/2+u^3/6-\dots$, squaring gives $u^2-u^3+(\tfrac14+\tfrac13)u^4$, so the quartic truncation is $D(-u^3+\tfrac7{12}u^4)$. With $b=3$ there are 84 basis functions and $L=5$ is needed. The count is
\begin{equation}
N(5,6)=1+60+600+1600+1200+192=3653,
\end{equation}
against $6^6=46\,656$ product points, a factor of 12.8.

Ladder-operator algebra gives the same matrix without quadrature. Its largest element is $2.0\times10^{-21}$ J, and the sparse rule agrees to $2\times10^{-36}$ J, which is rounding. One level lower, the largest deviation is $1.2\times10^{-22}$ J, or 6\% of that element. A product grid with five instead of six nodes per mode also fails, by 4\%.

The price is in the signs: 996 of the 3653 weights are negative, and $\sum_j|w_j|=13.7$. If each computed energy may err by $\varepsilon$, the ground-state average of $V$ may err by up to $13.7\,\varepsilon$. For the positive Gauss weights the factor is 1. These are worst cases, reached when each error has the sign of its weight; independent errors of rms size $\varepsilon$ partly cancel and give $\varepsilon\,(\sum_jw_j^2)^{1/2}$, which is $1.2\,\varepsilon$ for the sparse rule but only $0.04\,\varepsilon$ for the product rule. The larger factor calls for care when the energies carry noise from loosely converged electronic calculations.

\subsection*{Full Morse surface}

This surface is not a polynomial, so the exactness result does not cover it and the error must be measured. The reference is the closed-form matrix in the same basis; the errors below are of quadrature alone.
\begin{center}
\begin{tabular}{rrrr}
$L$ & points & ground error (J) & worst of 7 lowest (J)\\
3 & 377 & $-1.4\times10^{-24}$ & $1.9\times10^{-22}$\\
4 & 1289 & $-6.5\times10^{-25}$ & $6.5\times10^{-24}$\\
5 & 3653 & $-1.3\times10^{-26}$ & $1.3\times10^{-25}$\\
6 & 8989 & $-1.2\times10^{-28}$ & $7.6\times10^{-28}$
\end{tabular}
\end{center}
All ground errors are negative. Enlarging the basis to $b=5$ lowers the reference ground energy by $7.1\times10^{-25}$ J, so the $L=3$ value lies below even that better upper bound. These two bases alone do not prove that it lies below the true energy, but it can no longer be trusted as a bound.

The lowest transition at $b=3$ is $1.054\times10^{-20}$ J, or 531 cm$^{-1}$. Going to $b=5$ changes it by $-4.4\times10^{-23}$ J, about $-2$ cm$^{-1}$. This is seven times the anharmonic shift of $-6\times10^{-24}$ J found at $b=3$, so that shift is not converged. For the choice of level the conclusion is firm: at $L=5$ the quadrature error is over 300 times smaller than this basis change, so the next improvement must come from the basis. The level should then be checked again, because a larger $b$ raises the degree of the integrands.

\subsection*{Surrogate surface}

The interpolant was compared with $V$ at 30 points drawn from the harmonic ground-state density, where the rms value of $V$ is $2.2\times10^{-21}$ J. With 13 points ($L=1$) the rms error is $2.0\times10^{-21}$ J, nearly the whole surface. At this level the interpolant is a sum of one-mode functions and contains no coupling. The error falls to $1.2\times10^{-22}$ J at $L=3$ and to $2.2\times10^{-25}$ J at $L=5$, or $10^{-4}$ of the rms surface. Thirty points give only the rough size of these errors; another sample can change them by a factor of several and occasionally by more than ten, because a few points with large errors weigh heavily. Over 60\,000 points the rms error at $L=5$ is about $7\times10^{-25}$ J, or $4\times10^{-4}$ of the rms surface. The figures hold for this surface and these coupling strengths near the minimum, and say nothing about points far outside the sampled region. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
positive nodes t_1..t_6 (dimensionless): [1.     1.9319 2.7143 0.475  3.5726 4.2386]
d=3, L=3: worst error to degree 7 = 8.3e-16 (dimensionless)
d=3, L=3: relative error for q1^8 = 0.141
d=3, L=3: interpolation complete to total degree 4
points at L=5 (exact to degree 11): d, sparse, product, lower bound
   1       11            6      6
   2       61           36     21
   3      231          216     56
   4      681         1296    126
   6     3653        46656    462
   9    22363     10077696   2002
  12    85305   2176782336   6188
points at d=3: L, sparse, product
  1 7 8
  2 25 27
  3 63 64
  4 129 125
N*L!/(2d)^L at L=5, d=100000: 1.00003
sparse/product at d=3, L=100000: 1.33331
model angular frequencies (1e14 rad/s): [1.  1.4 1.8 2.2 2.6 3. ]
D = 1.0e-19 J, a = 3.0e+10 1/m, mu = 1.0e-26 kg
couplings g_k (dimensionless): [0.1258 0.1063 0.0937 0.0848 0.078  0.0726]
smallest curvature eigenvalue without Morse term: 2.109e-21 J
basis functions with at most 3 quanta: 84
quartic surface: required L = 5, sparse points = 3653, product points = 46656
product/sparse point ratio: 12.77
largest quartic matrix element: 1.989e-21 J
largest deviation, sparse L=5: 2.1e-36 J
largest deviation, sparse L=4: 1.2e-22 J
largest deviation, product 6 per mode: 6.0e-36 J
largest deviation, product 5 per mode: 7.3e-23 J
sparse L=5: sum|w| = 13.68, negative weights = 996
Morse levels: L, points, ground error (J), worst of 7 lowest (J)
  3   377 -1.4e-24 1.9e-22
  4  1289 -6.5e-25 6.5e-24
  5  3653 -1.3e-26 1.3e-25
  6  8989 -1.2e-28 7.6e-28
harmonic ground energy: 6.327431e-20 J
Morse ground energy, b=3: 6.326794e-20 J
ground energy change from b=3 to b=5: -7.12e-25 J
harmonic lowest transition: 1.05457e-20 J
lowest transition, b=3: 1.05394e-20 J = 530.56 cm^-1
lowest transition change from b=3 to b=5: -4.42e-23 J
rms anharmonic surface at 30 sample points: 2.19e-21 J
interpolant: L, points, rms error (J)
  1    13 2.0e-21
  2    85 3.5e-22
  3   377 1.2e-22
  4  1289 1.0e-23
  5  3653 2.2e-25
\end{verbatim}
